# Line-width roughness from two correlated edge roughnesses

## A line that wanders without changing its width

When a pattern is transferred by plasma etching, a narrow mask line can bend sideways. Seen from above, each of its edges then departs from a straight line. If the whole line has shifted to the right at some place, both edges have moved to the right there, and the width may be unchanged. If one edge has moved without the other, the line has become wider or narrower. Two lines with equally rough edges can therefore have very different width roughness, and the question is what decides between them.

Let the line run along $y$, and let its left and right edges lie at $X_L(y)$ and $X_R(y)$, both measured along the same $x$ axis at one height of the sidewall. Each edge is a single-valued function of $y$. Angle brackets denote an average over many nominally identical lines. The deviations from the mean positions are

$$x_L=X_L-\langle X_L\rangle,\qquad x_R=X_R-\langle X_R\rangle .$$

Their standard deviations $\sigma_L$ and $\sigma_R$ are the edge roughnesses, taken to be finite and nonzero. The correlation coefficient compares the two edges at the same $y$:

$$\rho=\frac{\langle x_Lx_R\rangle}{\sigma_L\sigma_R}.$$

With this convention, sideways motion of the whole line gives positive $\rho$. If deviations were counted outward from the line instead, $x_L$ would change sign, and so would $\rho$.

## First derivation: averaging at one position

The width is $w=X_R-X_L$. Subtracting its mean gives

$$w-\langle w\rangle=(X_R-\langle X_R\rangle)-(X_L-\langle X_L\rangle)=x_R-x_L .$$

The variance is the average of the square:

$$\sigma_w^2=\langle(x_R-x_L)^2\rangle
=\langle x_R^2\rangle+\langle x_L^2\rangle-2\langle x_Lx_R\rangle .$$

The first two averages are $\sigma_R^2$ and $\sigma_L^2$, and the third is $\rho\sigma_L\sigma_R$ by the definition of $\rho$. Hence

$$\boxed{\sigma_w^2=\sigma_L^2+\sigma_R^2-2\rho\sigma_L\sigma_R}. \tag{1}$$

The minus sign comes from the width being a difference of positions. Adding and subtracting $2\sigma_L\sigma_R$ separates two causes of width roughness:

$$\sigma_w^2=(\sigma_R-\sigma_L)^2+2\sigma_L\sigma_R(1-\rho). \tag{2}$$

The first term is a mismatch of amplitudes and the second is a lack of correlation. Neither can be negative. For the second this follows from

$$0\le\left\langle\left(\frac{x_R}{\sigma_R}\pm\frac{x_L}{\sigma_L}\right)^2\right\rangle=1+1\pm2\rho ,$$

which gives $-1\le\rho\le1$. Inserting the two end values in (1) gives the bounds

$$|\sigma_R-\sigma_L|\le\sigma_w\le\sigma_L+\sigma_R .$$

### When the width is constant

A sum of two non-negative terms vanishes only if both vanish. Thus $\sigma_w=0$ requires

$$\rho=1\quad\text{and}\quad\sigma_L=\sigma_R. \tag{3}$$

Conversely, these two conditions make (2) zero. The mean square of $x_R-x_L$ is then zero, so $x_R=x_L$ with probability one at that $y$. For all lines to have one and the same width everywhere, (3) must hold at every $y$ and the mean width $\langle w\rangle$ must not depend on $y$. Because the averages run over lines, a width that is constant along each line but differs from line to line still gives $\sigma_w>0$ and violates (3).

Strong correlation by itself is therefore not sufficient. If $x_R=1.3\,x_L$, the correlation is perfect, but the width still varies by $0.3\,\sigma_L$ rms, because the right edge swings further than the left.

Equal amplitudes without perfect correlation are not sufficient either. For $\sigma_L=\sigma_R=\sigma$, equation (2) becomes

$$\sigma_w=\sigma\sqrt{2(1-\rho)} .$$

At $\rho=0$ the width roughness is $1.414\,\sigma$. At $\rho=0.5$ it equals the roughness of one edge, and at $\rho=0.9$ it is still $0.447\,\sigma$. Reducing it to $0.100\,\sigma$ takes $\rho=0.995$. The square root is the reason: a small departure $1-\rho$ enters the variance linearly but the rms width through its root.

For a chosen rms tolerance $t$, setting $\sigma_w^2\le t^2$ in (2) and solving for $\rho$ gives

$$\rho\ge1-\frac{t^2-(\sigma_R-\sigma_L)^2}{2\sigma_L\sigma_R}. \tag{4}$$

If $t<|\sigma_R-\sigma_L|$, the right side exceeds one, and no correlation can meet the tolerance at these edge roughnesses.

### Where the motion goes

Constant width does not mean a straight line. The centre line $c=(X_L+X_R)/2$ deviates by $(x_L+x_R)/2$, so

$$\sigma_c^2=\tfrac14\left(\sigma_L^2+\sigma_R^2+2\rho\sigma_L\sigma_R\right).$$

Multiplying by four and adding (1) cancels the correlation terms:

$$\sigma_w^2+4\sigma_c^2=2(\sigma_L^2+\sigma_R^2). \tag{5}$$

At fixed edge roughnesses, a higher correlation moves variance from the width to the centre line. The line keeps its width better but its position less well.

### A model of common wander

Let a common displacement $u$ of the line act on both edges, and let each edge also have roughness of its own:

$$x_L=g_Lu+v_L,\qquad x_R=g_Ru+v_R .$$

The gains $g_L,g_R$ state how far each edge follows the wander. The quantities $u,v_L,v_R$ have zero mean and are mutually uncorrelated; $v_L$ and $v_R$ have the same standard deviation $\sigma_v$. All cross averages vanish, which leaves

$$\sigma_L^2=g_L^2\sigma_u^2+\sigma_v^2,\qquad
\sigma_R^2=g_R^2\sigma_u^2+\sigma_v^2,\qquad
\langle x_Lx_R\rangle=g_Lg_R\sigma_u^2 .$$

Substitution in (1) gives

$$\sigma_w^2=(g_L^2+g_R^2-2g_Lg_R)\sigma_u^2+2\sigma_v^2
=(g_R-g_L)^2\sigma_u^2+2\sigma_v^2. \tag{6}$$

With equal gains the wander cancels from the width, however large it is. The independent roughness does not cancel.

## Second derivation: adding the edges wavelength by wavelength

The same result can be built from the Fourier components of the edges. Suppose now that the edges are jointly stationary: their covariances depend only on the separation $s$ along the line. Define

$$R_j(s)=\langle x_j(y)x_j(y+s)\rangle,\qquad
C_{LR}(s)=\langle x_L(y)x_R(y+s)\rangle ,$$

where $j$ is $L$, $R$ or $w$, with $x_w=x_R-x_L$. On a segment of length $\ell$, the Fourier amplitude is

$$a_j(k)=\int_0^\ell x_j(y)e^{-iky}\,dy .$$

Its mean square is a double integral over $y$ and $y'$. The integrand depends only on $s=y'-y$, and a separation $s$ occurs over a length $\ell-|s|$ of the segment. Therefore

$$\frac{\langle|a_j|^2\rangle}{\ell}=\int_{-\ell}^{\ell}\left(1-\frac{|s|}{\ell}\right)R_j(s)e^{-iks}ds
\;\longrightarrow\;S_j(k)=\int_{-\infty}^{\infty}R_j(s)e^{-iks}ds$$

as $\ell\to\infty$, provided $R_j$ is absolutely integrable. In the same way, $\langle a_L^*a_R\rangle/\ell$ tends to

$$S_{LR}(k)=\int_{-\infty}^{\infty}C_{LR}(s)e^{-iks}ds .$$

The Fourier transform is linear, so $a_w=a_R-a_L$ and

$$|a_w|^2=|a_R|^2+|a_L|^2-a_L^*a_R-a_La_R^* .$$

The last two products are complex conjugates, and their sum is $2\,\mathrm{Re}(a_L^*a_R)$. Averaging, dividing by $\ell$ and taking the limit gives

$$S_w(k)=S_L(k)+S_R(k)-2\,\mathrm{Re}\,S_{LR}(k). \tag{7}$$

To return to the variance, use the inverse transform at $s=0$, assuming continuous covariances and integrable spectra:

$$\int\frac{dk}{2\pi}S_j(k)=R_j(0)=\sigma_j^2,\qquad
\int\frac{dk}{2\pi}S_{LR}(k)=C_{LR}(0)=\rho\sigma_L\sigma_R .$$

The second integral is real, so the real part of $S_{LR}$ supplies all of it. Integrating (7) over $k/2\pi$ therefore yields

$$\sigma_w^2=\sigma_L^2+\sigma_R^2-2\rho\sigma_L\sigma_R ,$$

which is (1).

### Constant width in terms of wavelengths

Where both edge spectra are nonzero, define the in-phase coherence

$$\gamma(k)=\frac{\mathrm{Re}\,S_{LR}}{\sqrt{S_LS_R}} .$$

It lies between $-1$ and $1$, by the argument used for $\rho$ applied to $a_L$ and $a_R$. Completing the square in (7) gives

$$S_w=\left(\sqrt{S_R}-\sqrt{S_L}\right)^2+2\sqrt{S_LS_R}\,(1-\gamma).$$

Since $S_w\ge0$, its integral vanishes only if $S_w$ is zero at almost every $k$. The two edges must have equal spectra and move in phase at every wavelength present.

For the wander model, take a smooth $u$ and a less smooth $v$:

$$R_u=\sigma_u^2e^{-s^2/2\xi_u^2},\qquad R_v=\sigma_v^2e^{-|s|/\xi_v}.$$

Completing the square in the exponent of the first transform, and integrating $2e^{-s/\xi_v}\cos ks$ over positive $s$ for the second, gives

$$S_u=\sqrt{2\pi}\,\xi_u\sigma_u^2e^{-k^2\xi_u^2/2},\qquad
S_v=\frac{2\xi_v\sigma_v^2}{1+k^2\xi_v^2}.$$

At large $k$ the common part falls as a Gaussian and the independent part only as $1/k^2$. The edges therefore lose their agreement at short wavelengths. At long ones they move nearly together only if the common part dominates there. For gains near one, this requires $\sqrt{2\pi}\,\xi_u\sigma_u^2\gg2\xi_v\sigma_v^2$, which holds in the example below.

### Equal shapes displaced along the line

Let both edges have the same shape, with the right one displaced: $x_L(y)=u(y)$ and $x_R(y)=u(y+d)$. Then $C_{LR}(s)=R_u(s+d)$, and a change of variable gives $S_{LR}=e^{ikd}S_u$. From (7),

$$S_w=2S_u(1-\cos kd)=4S_u\sin^2(kd/2).$$

The magnitude of $S_{LR}$ is as large as it can be at every wavelength, yet the width varies, because the components are out of phase. Integration gives

$$\sigma_w^2=2[R_u(0)-R_u(d)]=2\sigma_u^2\left(1-e^{-d^2/2\xi_u^2}\right). \tag{8}$$

For $d\ll\xi_u$ this is $\sigma_w\approx\sigma_ud/\xi_u$: the rms slope of the wander times the lag. For $d\gg\xi_u$ it tends to $\sqrt2\,\sigma_u$, the result for uncorrelated edges. A single sinusoid of rms amplitude $\sigma$ has $\sigma_w=2\sigma|\sin(kd/2)|$. A lag of half a wavelength then gives $2\sigma$, and the line alternately bulges and narrows while its centre stays straight.

## What each derivation assumes

The first derivation uses finite second moments at one position. The roughnesses and the correlation may change along the line, for example near its end, and (1) still holds locally. It says nothing about the wavelengths that make up the variance.

The second derivation needs joint stationarity, continuous and integrable covariances, and integrable spectra. A perfectly periodic edge falls outside it as written, because its covariance does not decay; the first derivation covers that case if the phase is random. In return, the second shows which wavelengths are cancelled from the width and exposes a lag as a phase.

Neither derivation requires Gaussian statistics, since no moment above the second appears. Both require that an edge have one position at each $y$. They fail to describe a line that is broken, touches its neighbour, or has an edge that folds back on itself.

## Numbers for a wandering mask line

Take a line of mean width 20 nm, with $\sigma_u=1.5$ nm, $\xi_u=60$ nm, $\sigma_v=0.5$ nm, $\xi_v=20$ nm, $g_L=0.95$ and $g_R=1.05$. The edge variances are

$$\sigma_L^2=0.95^2(1.5)^2+0.5^2=2.281\ \mathrm{nm}^2,$$
$$\sigma_R^2=1.05^2(1.5)^2+0.5^2=2.731\ \mathrm{nm}^2,$$

so $\sigma_L=1.510$ nm and $\sigma_R=1.652$ nm. The covariance is $0.95\times1.05\times2.25=2.244$ nm², which gives $\rho=0.899$. From (6),

$$\sigma_w^2=(0.10)^2(2.25)+2(0.25)=0.0225+0.5000=0.5225\ \mathrm{nm}^2,$$

and $\sigma_w=0.723$ nm, or 2.17 nm at three sigma. A simulation of 400 lines, each with 8192 points spaced by 2 nm, gave 0.722 nm and a correlation of 0.899.

Uncorrelated edges of the same roughness would give 2.239 nm, so the correlation removes about two thirds of the rms width roughness. The centre line meanwhile wanders by 1.541 nm.

Equation (2) divides the same variance slightly differently: 0.0202 nm² from amplitude mismatch and 0.5023 nm² from imperfect correlation. The mismatch part is not 0.0225 nm² because the independent roughness adds in quadrature to each edge and brings $\sigma_L$ and $\sigma_R$ closer together. In either division, independent roughness dominates. Equal gains would remove just 0.0225 nm² and leave $\sqrt{0.5000}=0.71$ nm.

For a tolerance of 0.20 nm, (4) requires $\rho\ge0.996$ at these edge roughnesses. With perfect correlation the width roughness would still be 0.142 nm, the difference of the two amplitudes.

The coherence is 0.966 at a wavelength of 600 nm and 0.067 at 100 nm. The single number $\rho=0.899$ thus combines nearly common motion at the longer wavelength with nearly independent motion at the shorter one.

### Effects of measurement and geometry

Each of the first three effects below is applied alone to the same line; the fourth is estimated for the wander only.

Independent detection errors of standard deviation $\sigma_n$ on the two edges are uncorrelated with each other and with the edges. They add $2\sigma_n^2$ to the width variance. For $\sigma_n=0.30$ nm,

$$\sqrt{0.5225+2(0.30)^2}=0.838\ \mathrm{nm},$$

which is 16% above the true width roughness. The noise does not share the cancellation that protects the width from wander.

A finite window of length $L$ hides the slowest motion if deviations are taken from the mean within the window. The average of $(x-\bar x)^2$ over the window equals the average of $x^2$ minus $\bar x^2$, so the expected variance is reduced by

$$\langle\bar x^2\rangle=\frac{1}{L^2}\int_0^L\!\!\int_0^L R(y-y')\,dy\,dy'
=\frac{2}{L^2}\int_0^L(L-s)R(s)\,ds .$$

For $L=2000$ nm, the apparent $\sigma_L$ is 1.458 nm, about 3% low, and the apparent $\sigma_w$ is 0.715 nm, about 1% low. The edge loses more because it consists mainly of wander, which has the longer correlation length.

Smoothing along $y$ by a normalized Gaussian of standard deviation $b$ multiplies each amplitude by $e^{-k^2b^2/2}$ and each spectrum by $e^{-k^2b^2}$. With $b=1.0$ nm, the apparent $\sigma_w$ falls to 0.704 nm, about 3% below the true value.

Finally, width has been measured along $x$, not perpendicular to the local direction of the line. Where a line of constant horizontal width $W$ has slope $m$, its normal width is close to $W/\sqrt{1+m^2}\approx W(1-m^2/2)$, if the slope is small and changes by much less than one over a distance $W$. For the wander, $\sigma_m^2=-R_u''(0)=\sigma_u^2/\xi_u^2$. If $u$ is Gaussian, $\langle m^4\rangle=3\sigma_m^4$, so $m^2$ has standard deviation $\sqrt2\,\sigma_m^2$. The normal width then varies by

$$\frac W2\sqrt2\,\sigma_m^2=\frac{W\sigma_u^2}{\sqrt2\,\xi_u^2}
=\frac{20(0.0250)^2}{\sqrt2}=0.0088\ \mathrm{nm}$$

rms. This contribution of the wander is negligible here, but it grows as the square of the slope. The estimate leaves out the independent roughness $v$: its covariance has a kink at $s=0$, so it has no finite rms slope, and the slope rule does not give the shortest distance between the full edges.

### Relation to etched lines

The example is meant for narrow organic-mask lines after plasma etching, for which widths of tens of nanometres and three-sigma roughnesses of a few nanometres are rough typical sizes. Its edge roughness, 4.5 to 5 nm at three sigma, is large for a 20 nm line and represents one that wanders visibly. The gains and correlation lengths are chosen values, not measured ones. A real line need not move both edges at the same $y$, as the model assumes. If the wander of one edge lagged by 20 nm, (8) alone would give 0.493 nm for equal unit gains. In the full example the lag adds $0.95\times1.05\times0.2432=0.243$ nm², with 0.2432 nm² the variance from (8), to the variance and raises $\sigma_w$ from 0.72 to 0.87 nm. Real sidewalls also vary with height, which this one-height description cannot size. The numerical output below lists the main values for the example, but not those for the lag combined with unequal gains and independent roughness.

## Computed results

```
Mean line width: 20.0 nm
Common wander, rms: 1.50 nm
Wander correlation length: 60.0 nm
Independent roughness per edge, rms: 0.50 nm
Independent correlation length: 20.0 nm
Left gain: 0.95 (no unit)
Right gain: 1.05 (no unit)
Left edge roughness sL: 1.510 nm
Right edge roughness sR: 1.652 nm
Edge correlation rho: 0.8994 (no unit)
Width variance: 0.5225 nm^2
  part from amplitude mismatch: 0.0202 nm^2
  part from imperfect correlation: 0.5023 nm^2
  common wander left by unequal gains: 0.0225 nm^2
  independent roughness of both edges: 0.5000 nm^2
Width roughness sw: 0.723 nm
Three-sigma width roughness: 2.17 nm
Simulated width roughness: 0.722 nm
Simulated edge correlation: 0.8991 (no unit)
Width roughness if rho were 0: 2.239 nm
Width roughness if rho were 1: 0.142 nm
Centre-line roughness sc: 1.541 nm
Chosen width tolerance, rms: 0.20 nm
Correlation needed for it: 0.9960 (no unit)
Equal edges, rho = 0.000: sw/s: 1.414 (no unit)
Equal edges, rho = 0.500: sw/s: 1.000 (no unit)
Equal edges, rho = 0.900: sw/s: 0.447 (no unit)
Equal edges, rho = 0.990: sw/s: 0.141 (no unit)
Equal edges, rho = 0.995: sw/s: 0.100 (no unit)
Equal edges, rho = 1.000: sw/s: 0.000 (no unit)
Edge coherence at wavelength 600 nm: 0.966 (no unit)
Edge coherence at wavelength 100 nm: 0.067 (no unit)
Lag between identical wandering edges: 20.0 nm
Width roughness from this lag alone: 0.493 nm
Detection noise per edge, rms: 0.30 nm
Apparent sw with this noise: 0.838 nm
Measuring window length: 2000 nm
Apparent sL in this window: 1.458 nm
Apparent sw in this window: 0.715 nm
Beam smoothing length, rms: 1.0 nm
Apparent sw after smoothing: 0.704 nm
Wander slope, rms: 0.0250 (no unit)
Normal-width variation from tilt, rms: 0.0088 nm
```
